# Thick-Film Limit of Fuchs-Sondheimer Resistivity for Interconnect Metals, part 2

A metal film fills \(0<z<d\), with a weak, steady electric field \(\mathcal E\) along \(x\). We want its resistivity \(\rho=1/\sigma\) relative to the bulk value \(\rho_0=1/\sigma_0\). Formulas are in SI units. The electron charge is \(-e\), the Fermi surface is a sphere with speed \(v_F\), and bulk scattering has one relaxation time \(\tau\), so the mean free path is \(\lambda=v_F\tau\). A surface reflects electrons specularly with probability \(p\), the specularity, and otherwise diffusely, without drift. For thick films the leading law is

\[
\frac{\rho-\rho_0}{\rho_0}\simeq a,\qquad a=\frac{3\lambda(1-p)}{8d},\qquad d\gg\lambda .
\tag{1}
\]

Let \(\mathbf v\) be the velocity, \(\mu=v_z/v_F\), \(\kappa=d/\lambda\) and \(E=e^{-\kappa/\mu}\), the probability of crossing the film without a bulk collision. The first-order change \(f_1\) of the equilibrium occupation \(f_0(\varepsilon)\), at energy \(\varepsilon\) and wavevector \(\mathbf k\), is \(g\) times its bulk value and is odd in \(v_x\). The response \(g(z,\mu)\) obeys

\[
\lambda\mu\frac{\partial g}{\partial z}+g=1 .
\tag{3}
\]

At each surface, the leaving \(g\) is \(p\) times the arriving \(g\). The current density is

\[
j(z)=-2e\int\frac{d^3k}{(2\pi)^3}\,v_xf_1
=2e^2\mathcal E\tau\int\frac{d^3k}{(2\pi)^3}\,v_x^2\left(-\frac{\partial f_0}{\partial\varepsilon}\right)g ,
\]

with \(g=1\) in the bulk. The conductivity ratio is \(\sigma/\sigma_0=1-D\), where

\[
D=\frac{3(1-p)}{2\kappa}\int_0^1\mu(1-\mu^2)\frac{1-E}{1-pE}\,d\mu=a-r,\qquad a=\frac{3(1-p)}{8\kappa}.
\tag{11}
\]

The remainder satisfies \(0\le r\le3(1-p)^2e^{-\kappa}/[\kappa^3(1-pe^{-\kappa})]\). It comes from electrons that cross the film without a bulk collision.

The deficit \(D\) is the drift destroyed at the surfaces: a fraction \(1-p\) of what the electrons bring there. In a thick film, each surface removes as much current as a missing layer of thickness \(3\lambda(1-p)/16\) would.

### From conductivity to resistivity

The resistivity ratio is the inverse of the conductivity ratio. The fractional increase, called \(R\), is therefore

\[
R=\frac{\rho-\rho_0}{\rho_0}=\frac1{1-D}-1=\frac{D}{1-D}=\frac{a-r}{1-a+r}.
\tag{12}
\]

For a thick film \(r\) is exponentially small, and

\[
R\simeq\frac{a}{1-a}=a+a^2+\dots
\tag{13}
\]

The first term is the law (1). The two approximations have different errors. For \(a<1\), the error of the closed form \(a/(1-a)\) is

\[
\frac{a}{1-a}-R=\frac1{1-a}-\frac1{1-a+r}=\frac{r}{(1-a)(1-a+r)}\le\frac{r}{(1-a)^2},
\tag{14}
\]

which is exponentially small. The linear law also drops \(a^2/(1-a)\), which falls only as \((\lambda/d)^2\). Its shortfall relative to the full increase is

\[
s=1-\frac aR=\frac{(a-r)-a(1-a+r)}{a-r}=\frac{a^2-r(1+a)}{a-r}.
\tag{15}
\]

When \(r\) is negligible, \(s=a\). The linear law then understates the increase by a fraction equal to the value it predicts: a predicted increase of 5% is itself 5% too small. To keep this relative error below \(\delta\) in the thick-film regime, one needs

\[
d\ge\frac{3\lambda(1-p)}{8\delta}.
\tag{16}
\]

The closed form costs no more to evaluate and is the better choice for thick films. It must not be carried to thin ones: it diverges at \(a=1\), that is at \(\kappa=3(1-p)/8\), where the full theory is finite.

### Nearly specular surfaces

The law has a second regime of validity. Hold \(\kappa\) fixed and let \(1-p\) become small. Then \(a\) is of order \(1-p\), while the bound on \(r\) is of order \((1-p)^2\). Equation (12) gives \(R=a+O[(1-p)^2]\), whatever the fixed thickness.

The reason is that the deficit equals the drift destroyed at the surfaces. If little is destroyed at each reflection, electrons arrive with nearly the full bulk drift even when they cross the film without a collision. The limit is not uniform in thickness: for smaller \(\kappa\), \(1-p\) must be smaller too.

### Unequal surfaces

A film can have different materials below and above it. Let the specularities be \(p_1\) at \(z=0\) and \(p_2\) at \(z=d\). For \(\mu>0\), write the response of upward and downward electrons as

\[
g(z,\mu)=1-A_1e^{-z/(\lambda\mu)},\qquad g(z,-\mu)=1-A_2e^{-(d-z)/(\lambda\mu)} .
\]

The boundary conditions \(1-A_1=p_1(1-A_2E)\) and \(1-A_2=p_2(1-A_1E)\) give

\[
A_1=1-p_1+p_1EA_2,\qquad A_2=1-p_2+p_2EA_1 .
\]

Both exponentials have the depth average \((\mu/\kappa)(1-E)\), so

\[
D=\frac{3}{4\kappa}\int_0^1\mu(1-\mu^2)(1-E)(A_1+A_2)\,d\mu .
\]

In a thick film the terms with \(E\) drop out, and \(A_1+A_2\to2-p_1-p_2\). The angular integral is again \(1/4\):

\[
D\simeq\frac{3}{16\kappa}(2-p_1-p_2)=\frac{3}{8\kappa}\left(1-\frac{p_1+p_2}{2}\right).
\tag{17}
\]

The specularity in the thick-film law is thus the mean of the two. For \(\kappa=10\), \(p_1=0\) and \(p_2=0.6\), the numerical solution of the transport equation gives \(D=0.02625\), and (17) gives the same. Resistivity data cannot tell which surface is the rougher one. This holds at every thickness, because \(A_1+A_2\) is unchanged when \(p_1\) and \(p_2\) are exchanged.

### Specularity that depends on angle

If \(p\) depends on \(\mu\), the solution for each \(\mu\) is unchanged, since specular reflection does not mix different values of \(\mu\). Diffusely reflected electrons still leave without drift, because the arriving response remains odd in \(v_x\). The factor \(1-p\) moves inside the integral:

\[
D\simeq\frac{3}{2\kappa}\int_0^1\mu(1-\mu^2)\,[1-p(\mu)]\,d\mu=\frac{3}{8\kappa}(1-p_{\rm eff}),
\]

\[
p_{\rm eff}=4\int_0^1\mu(1-\mu^2)\,p(\mu)\,d\mu .
\tag{18}
\]

The weight integrates to one. It vanishes at grazing incidence, \(\mu=0\), where few electrons reach the surface, and at normal incidence, \(\mu=1\), where they carry no in-plane current. For the trial form \(p(\mu)=1-\mu\),

\[
p_{\rm eff}=1-4\left(\frac13-\frac15\right)=\frac7{15}\approx0.467 .
\]

At \(\kappa=10\) this predicts \(D=0.0200\), and the numerical solution agrees.

### A computed Fermi surface

The factor \(3/8\) belongs to a sphere. With a band structure from first principles, the fully diffuse case can be treated in the same way. Suppose that velocities \(\mathbf v\) and relaxation times \(\tau_{\mathbf k}\) are known on the Fermi surface, and that a mirror operation \(x\to-x\) leaves both the crystal and the film orientation unchanged. The arriving response is then still odd in \(v_x\), and electrons leave a diffuse surface without drift.

Near that surface, each leaving state lacks the fraction \(e^{-z/(|v_z|\tau_{\mathbf k})}\) of its bulk contribution to the current. Integrated over depth, this is a missing length \(|v_z|\tau_{\mathbf k}\). States with \(v_z>0\) leave the lower surface and states with \(v_z<0\) leave the upper one, so each state is counted once. Its bulk contribution is proportional to \(v_x^2\tau_{\mathbf k}\), with surface element \(dS/|\mathbf v|\). Therefore

\[
D\simeq\frac1d\;\frac{\displaystyle\int v_x^2\,|v_z|\,\tau_{\mathbf k}^2\,dS/|\mathbf v|}{\displaystyle\int v_x^2\,\tau_{\mathbf k}\,dS/|\mathbf v|}\qquad(p=0).
\tag{19}
\]

For a sphere with one \(\tau\), the ratio is \(\lambda\int_{-1}^1(1-\mu^2)|\mu|\,d\mu\) divided by \(\int_{-1}^1(1-\mu^2)\,d\mu\), which is \(\lambda(1/2)/(4/3)=3\lambda/8\), as required. Equation (19) was not tested numerically for other surfaces.

### The product of resistivity and mean free path

Multiplying (1) by \(\rho_0\) gives the absolute increment

\[
\rho-\rho_0\simeq\frac{3\,\rho_0\lambda\,(1-p)}{8d}.
\tag{20}
\]

For free electrons the product \(\rho_0\lambda\) does not contain the relaxation time. To see this, convert the bulk current integral of the first half to the Fermi surface, using \(d^3k=dS\,d\varepsilon/(\hbar v_F)\):

\[
\sigma_0=\frac{e^2\tau}{4\pi^3\hbar}\int\frac{v_x^2}{v_F}\,dS=\frac{e^2\lambda k_F^2}{4\pi^3\hbar}\cdot\frac{4\pi}{3}=\frac{e^2\lambda k_F^2}{3\pi^2\hbar}.
\]

Here \(k_F\) is the Fermi wavevector, \(dS=k_F^2\,d\Omega\), and \(4\pi/3\) is the integral of \((v_x/v_F)^2\) over all directions. With the electron density \(n=k_F^3/(3\pi^2)\),

\[
\rho_0\lambda=\frac{\hbar k_F}{ne^2}.
\tag{21}
\]

At leading order, and for fixed \(p\), the surface increment therefore does not depend on how strong the bulk scattering is. A purer metal has a lower \(\rho_0\) and a longer \(\lambda\), and the two changes cancel in (20). The fractional increase is larger in the purer metal.

### Worked example

Take a free-electron metal with the round values \(n=8\times10^{28}\ \mathrm{m^{-3}}\), \(\rho_0=20\ \mathrm{n\Omega\,m}\) and \(p=0.2\). The Fermi wavevector is

\[
k_F=(3\pi^2n)^{1/3}=13.33\ \mathrm{nm^{-1}} .
\]

Equation (21) gives \(\rho_0\lambda=6.845\times10^{-16}\ \mathrm{\Omega\,m^2}\), so

\[
\lambda=\frac{6.845\times10^{-16}\ \mathrm{\Omega\,m^2}}{20\times10^{-9}\ \mathrm{\Omega\,m}}=34.2\ \mathrm{nm}.
\]

For \(d=200\) nm, \(\kappa=5.843\) and

\[
a=\frac{3\times0.8}{8\times5.843}=0.0513,\qquad\frac{a}{1-a}=\frac{0.0513}{0.9487}=0.0541 .
\]

The full theory also gives 5.41%, so \(\rho=20\times1.0541=21.08\ \mathrm{n\Omega\,m}\). The increases for several thicknesses, in percent, are:

| \(d\) (nm) | \(a\) | \(a/(1-a)\) | full |
|---:|---:|---:|---:|
| 20 | 51.3 | 105.5 | 59.8 |
| 50 | 20.5 | 25.8 | 23.8 |
| 100 | 10.27 | 11.44 | 11.34 |
| 200 | 5.13 | 5.41 | 5.41 |
| 400 | 2.57 | 2.63 | 2.63 |
| 800 | 1.28 | 1.30 | 1.30 |

From 200 nm upward the closed form and the full theory agree to the digits shown. Equation (16) with \(\delta=0.05\) gives \(d=205\) nm, or \(6.0\lambda\). The full theory gives a shortfall of 4.98% there.

The row for 20 nm needs care. The film is thinner than the mean free path, yet the linear law is only 14% below the full increase, while the closed form is far too high. Equation (15) shows why. From the full increase, \(D=0.598/1.598=0.374\), so \(r=0.513-0.374=0.139\). The numerator of (15) is then

\[
a^2-r(1+a)=0.264-0.211=0.053,
\]

and \(s=0.053/0.374=0.14\). Two large errors nearly cancel: the linear law omits the effect of inversion, which raises the resistivity, and the effect of collisionless crossings, which lowers it. The closed form corrects the first error but not the second. The agreement at 20 nm is thus no evidence that the thick-film expansion holds there.

For \(d=800\) nm, equation (20) gives

\[
\rho-\rho_0\simeq\frac{3\times6.845\times10^{-16}\times0.8}{8\times800\times10^{-9}}\ \mathrm{\Omega\,m}=0.257\ \mathrm{n\Omega\,m}.
\]

The full theory gives \(0.260\ \mathrm{n\Omega\,m}\) for \(\rho_0=20\ \mathrm{n\Omega\,m}\), and \(0.263\ \mathrm{n\Omega\,m}\) for \(\rho_0=10\ \mathrm{n\Omega\,m}\), where the mean free path is twice as long. Halving the bulk resistivity changes the increment by little more than 1%.

### Extracting parameters from film data

The sheet conductance \(G=d/\rho\) is the better quantity to fit. From \(\sigma=\sigma_0(1-a)\),

\[
G=\sigma_0(d-d_s),\qquad d_s=\frac38\lambda(1-p),
\tag{22}
\]

up to the exponentially small \(r\). For thick films, a plot of \(G\) against \(d\) is a straight line with slope \(\sigma_0\). Extrapolated to \(G=0\), the line meets the thickness axis at \(d_s\), the combined thickness of the two equivalent missing layers. The conductance of a real film this thin is not zero, because \(r\) is then no longer small. In the example \(d_s=0.1027\times100\ \mathrm{nm}=10.3\) nm.

A straight-line fit of \(\rho\) against \(1/d\) uses the linear law and inherits its error. For two films of thickness \(d\) and \(2d\), with \(a\) taken at \(d\), the difference of the fractional increases is

\[
\frac{a}{1-a}-\frac{a/2}{1-a/2}=\frac{a(1-a/2)-(a/2)(1-a)}{(1-a)(1-a/2)}=\frac{a/2}{(1-a)(1-a/2)} .
\]

The linear law would give \(a/2\), so the fitted \(\lambda(1-p)\rho_0\) is too large by the factor \(1/[(1-a)(1-a/2)]\). For the films of 200 and 400 nm this factor is \(1/(0.9487\times0.9743)=1.08\), an error of 8%.

Neither fit separates \(\lambda\) from \(p\). In the thick-film regime both enter through the product \(\lambda(1-p)\) alone, apart from \(r\). A value of \(p\) needs an independent \(\lambda\), for example from a computed \(\rho_0\lambda\) and the fitted \(\rho_0\).

### Evaluating the full theory

When the film is not thick, (11) should be integrated numerically. The variable \(\mu\) keeps the range finite, and \(E\to0\) at its lower end. For small \(\kappa/\mu\), the difference \(1-E\) loses digits if it is formed by subtraction. Compute \(u=1-E\) with a library function for \(e^x-1\), as \(u=-(e^{-\kappa/\mu}-1)\), and use

\[
\frac{1-E}{1-pE}=\frac{u}{1-p+pu},
\]

which follows from \(E=1-u\) and stays accurate for \(p\) near 1. The bound on \(r\), inserted in (14), tells beforehand whether the closed form is good enough.

### Where the result does not apply

Grain boundaries add resistance that this model does not contain. If the grains are larger in thicker films, their contribution falls with thickness, and a fit of (22) can assign part of it to the surfaces. A narrow line has side walls as well as a top and a bottom, and the one-dimensional equation (3) does not describe it. In films of a few atomic layers the quantization of \(k_z\) matters, and the classical equation loses its basis. Finally, \(p\) is an input here: the theory turns a given specularity into a resistivity, but does not predict the specularity of a given interface.

The numerical output below lists the main computed values.

## Calculated quantities

```
Conductivity ratio: marched Boltzmann equation, Fuchs-Sondheimer integral
  d/lam =  0.5, p = 0.2: 0.590620, 0.590620
  d/lam =  1.0, p = 0.2: 0.739451, 0.739451
  d/lam =  3.0, p = 0.2: 0.900718, 0.900718
  d/lam = 10.0, p = 0.2: 0.970000, 0.970000
  largest difference over 16 cases (p = 0 to 1): 2.8e-09
Remainder r at d/lam = 3, p = 0.2: 7.18e-04, bound 3.58e-03
Surface current / bulk current, d/lam = 20, p = 0.2: 0.6000
Mid-film current / bulk current, same film: 0.999999
Deficit, d/lam = 10, p1 = 0, p2 = 0.6: 0.026250; law with mean p: 0.026250
Effective p for p(mu) = 1 - mu: 0.4667
Deficit, d/lam = 10, p(mu) = 1 - mu: 0.020000; law with effective p: 0.020000
Model: n = 8.0e+28 m^-3, rho0 = 20.0 nOhm m, p = 0.2
Fermi wavevector: 13.330 nm^-1
rho0*lam: 6.845 x 1e-16 Ohm m^2
Mean free path: 34.23 nm
rho0 from Fermi-surface integral: 20.0000 nOhm m
d (nm), d/lam, increase in %: linear a, a/(1-a), full; full rho (nOhm m); shortfall of linear law (%)
    20   0.584   51.341  105.511   59.806   31.961   14.15
    50   1.461   20.536   25.844   23.815   24.763   13.77
   100   2.922   10.268   11.443   11.342   22.268    9.46
   200   5.843    5.134    5.412    5.411   21.082    5.11
   400  11.687    2.567    2.635    2.635   20.527    2.57
   800  23.373    1.284    1.300    1.300   20.260    1.28
Thickness for 5% shortfall: 205.4 nm = 6.00 lam; shortfall from full theory: 4.98 %
d = 800 nm, rho0 = 20.0 nOhm m, lam = 34.23 nm: full increment 0.2600 nOhm m
d = 800 nm, rho0 = 10.0 nOhm m, lam = 68.45 nm: full increment 0.2635 nOhm m
Leading-order increment for both: 0.2567 nOhm m
```
